# Single-Site Holstein Model: Phonon-Mediated Attraction and the Double-Well Potential: a numerical check

```python
# Single-site Holstein model, hbar = kB = mass = 1:
#   H = p^2/2 + omega^2 x^2/2 + lam*x*n - mu*n,   n = n_up + n_down.
# Results under test: pair interaction U = -lam^2/omega^2, and at half filling
# (mu = -lam^2/omega^2) the effective potential of the time-averaged displacement
#   V(y) = omega^2 y^2/2 - 2 T ln(2 cosh(lam*y/(2T))),  y = x + lam/omega^2,
# which is a double well only for T < lam^2/(2 omega^2).
# Energies are in a unit E0, lengths in l0 = hbar/sqrt(mass*E0).
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

FOCK = [(0, 0), (1, 0), (0, 1), (1, 1)]   # (n_up, n_down)
STEP = 0.1
Y = STEP * np.arange(-90, 91)             # grid centred on y = 0


def kinetic_matrix():
    """p^2/2 on a uniform grid in the sinc basis."""
    k = np.arange(len(Y))
    diff = k[:, None] - k[None, :]
    safe = np.where(diff == 0, 1, diff)
    off = 2.0 * (-1.0) ** np.abs(diff) / safe**2
    return np.where(diff == 0, np.pi**2 / 3, off) / (2 * STEP**2)


KINETIC = kinetic_matrix()


def diagonalize(n, lam, omega, mu, source=0.0):
    """Levels and states with n electrons; source adds source*x to H."""
    x = Y - lam / omega**2
    pot = omega**2 * x**2 / 2 + (lam * n + source) * x - mu * n
    return np.linalg.eigh(KINETIC + np.diag(pot))


def sector_sums(lam, omega, mu, T, source=0.0):
    """Partition sums of the four electron states and the position density."""
    solved = {n: diagonalize(n, lam, omega, mu, source) for n in (0, 1, 2)}
    sums, density = [], np.zeros(len(Y))
    for up, down in FOCK:
        energy, state = solved[up + down]
        boltz = np.exp(-energy / T)
        sums.append(boltz.sum())
        density += (state**2) @ boltz
    return np.array(sums), density / (density.sum() * STEP)


def V(y, lam, omega, T):
    z = lam * y / (2 * T)
    return omega**2 * y**2 / 2 - 2 * T * np.logaddexp(z, -z)


def traced_potential(x, lam, omega, mu, T):
    """Oscillator energy plus electron free energy at fixed x, by explicit sum."""
    total = sum(np.exp(-(lam * x - mu) * (u + d) / T) for u, d in FOCK)
    return omega**2 * x**2 / 2 - T * np.log(total)


def well_position(lam, omega, T):
    d = lam / omega**2
    return brentq(lambda y: y - d * np.tanh(lam * y / (2 * T)),
                  1e-3 * d, 1.5 * d, xtol=1e-13)


def barrier(lam, omega, T):
    return V(0.0, lam, omega, T) - V(well_position(lam, omega, T), lam, omega, T)


def count_minima(values):
    return int(np.sum((values[1:-1] < values[:-2]) & (values[1:-1] < values[2:])))


def count_peaks(density):
    inner = density[1:-1]
    return int(np.sum((inner > density[:-2]) & (inner > density[2:])
                      & (inner > 1e-6)))


omega, lam, T = 1.5, 3.0, 0.5
d = lam / omega**2
E_p = lam**2 / (2 * omega**2)
U = -lam**2 / omega**2
mu = U
T_star = lam**2 / (2 * omega**2)

# Energies (at mu = 0) and pair interaction from diagonalization
levels = [diagonalize(n, lam, omega, 0.0)[0] for n in (0, 1, 2)]
for n in (0, 1, 2):
    expected = omega * (np.arange(5) + 0.5) - E_p * n**2
    assert np.allclose(levels[n][:5], expected, atol=1e-8)
U_num = levels[2][0] + levels[0][0] - 2 * levels[1][0]
assert abs(U_num - U) < 1e-8

# Partition function for a general chemical potential
for mu_test in (mu, -3.3):
    Z_num = sector_sums(lam, omega, mu_test, T)[0].sum()
    Z_formula = (1 + 2 * np.exp((mu_test + E_p) / T)
                 + np.exp((2 * mu_test + 4 * E_p) / T)) / (2 * np.sinh(omega / (2 * T)))
    assert abs(Z_num / Z_formula - 1) < 1e-8

# Half filling and double occupancy
sums, density = sector_sums(lam, omega, mu, T)
prob = sums / sums.sum()
filling = sum(p * (u + dn) for p, (u, dn) in zip(prob, FOCK))
D = 1 / (2 + 2 * np.exp(-E_p / T))
assert abs(filling - 1) < 1e-8
assert abs(prob[3] - D) < 1e-8

# Explicit electron trace against the even form of the potential
for y in (-1.7, -0.4, 0.0, 0.9, 2.1):
    direct = traced_potential(y - d, lam, omega, mu, T)
    assert abs(direct - V(y, lam, omega, T) - E_p) < 1e-10

# V governs the time-averaged displacement exactly: response to a source
def centroid_average(func):
    low = V(well_position(lam, omega, T), lam, omega, T)
    weight = lambda y: np.exp(-(V(y, lam, omega, T) - low) / T)
    top = quad(lambda y: func(y) * weight(y), -9, 9, limit=300, points=[-d, 0, d])[0]
    return top / quad(weight, -9, 9, limit=300, points=[-d, 0, d])[0]


source_rows = []
for h in (-1.0, -0.4, 0.4, 1.0):
    quantum = sector_sums(lam, omega, mu, T, h)[0].sum() / sums.sum()
    centroid = centroid_average(lambda y: np.exp(-h * (y - d) / T))
    assert abs(quantum / centroid - 1) < 1e-7
    source_rows.append((h, quantum, centroid))

# One minimum above the threshold temperature, two below it
fine = np.linspace(-4, 4, 801)
minima_above = count_minima(V(fine, lam, omega, 1.02 * T_star))
minima_below = count_minima(V(fine, lam, omega, 0.98 * T_star))
assert (minima_above, minima_below) == (1, 2)

# Curvature at the centre by finite difference of the explicit trace
eps = 1e-3
curv_num = (traced_potential(-d + eps, lam, omega, mu, T)
            + traced_potential(-d - eps, lam, omega, mu, T)
            - 2 * traced_potential(-d, lam, omega, mu, T)) / eps**2
curv = omega**2 - lam**2 / (2 * T)
assert abs(curv_num - curv) < 1e-3   # finite-difference error of order eps^2

# Well position by direct minimization; low-temperature barrier
for temp in (1.0, 0.5):
    found = minimize_scalar(lambda y: traced_potential(y - d, lam, omega, mu, temp),
                            bounds=(0.05 * d, 1.5 * d), method="bounded",
                            options={"xatol": 1e-9}).x
    assert abs(found - well_position(lam, omega, temp)) < 1e-5
assert abs(barrier(lam, omega, 0.1) - (E_p - 0.2 * np.log(2))) < 1e-9

# Fluctuations of averaged and instantaneous displacement
var_centroid = centroid_average(lambda y: y**2)
var_instant = np.sum(density * Y**2) * STEP
mean_x = np.sum(density * (Y - d)) * STEP
assert abs(var_centroid - (T / omega**2 + 2 * D * d**2)) < 1e-7
assert abs(var_instant - (1 / (2 * omega * np.tanh(omega / (2 * T)))
                          + 2 * D * d**2)) < 1e-7
assert abs(mean_x + d) < 1e-8

# Weak coupling: double well in V, single peak in the position density
lam_w, T_w = 1.0, 0.05
dens_w = sector_sums(lam_w, omega, -lam_w**2 / omega**2, T_w)[1]
minima_w = count_minima(V(fine, lam_w, omega, T_w))
peaks_w, peaks_s = count_peaks(dens_w), count_peaks(density)
ratio_w, ratio_s = 2 * lam_w**2 / omega**3, 2 * lam**2 / omega**3
assert ratio_w < 1 < ratio_s
assert (minima_w, peaks_w, peaks_s) == (2, 1, 2)

# Reflection of a whole discretized path
def log_weight(path, chem):
    dt = 1 / (T * len(path))
    jump = np.roll(path, -1) - path
    action = np.sum(jump**2 / (2 * dt) + dt * omega**2 * path**2 / 2)
    exponent = -dt * np.sum(lam * path - chem)
    return -action + np.log(sum(np.exp(exponent * (u + dn)) for u, dn in FOCK))


path = -d + 0.6 + 0.3 * np.random.default_rng(4).normal(size=20)
mirrored = -2 * d - path
change_half = log_weight(mirrored, mu) - log_weight(path, mu)
change_off = log_weight(mirrored, mu + 0.2) - log_weight(path, mu + 0.2)
assert abs(change_half) < 1e-9
assert abs(change_off) > 1e-2

print(f"omega = {omega} E0, lambda = {lam} E0/l0, T = {T} E0")
print(f"displacement per electron d = {d:.4f} l0")
print(f"polaron energy E_p = {E_p:.4f} E0")
for n in (0, 1, 2):
    print(f"lowest level at mu=0, n={n}: {levels[n][0]:.4f} E0 (diagonalized)")
print(f"U from diagonalization = {U_num:.6f} E0")
print(f"U = -lambda^2/omega^2 = {U:.6f} E0")
print(f"half-filling mu = {mu:.4f} E0, filling = {filling:.6f}")
print(f"probability n=0: {prob[0]:.4f}, n=1: {prob[1] + prob[2]:.4f}, n=2: {prob[3]:.4f}")
print(f"double occupancy formula D = {D:.4f}")
print(f"mean displacement <x> = {mean_x:.4f} l0")
print(f"threshold temperature T* = {T_star:.4f} E0")
print(f"minima of V at 1.02 T*: {minima_above}, at 0.98 T*: {minima_below}")
print(f"V''(0) at T={T} E0: formula {curv:.4f}, numeric {curv_num:.4f} E0/l0^2")
print("T [E0], V''(0) [E0/l0^2], y* [l0], barrier [E0], top/minimum density")
for temp in (3.0, 1.0, 0.5, 0.25):
    c0 = omega**2 - lam**2 / (2 * temp)
    if temp < T_star:
        b = barrier(lam, omega, temp)
        print(f"  {temp:.2f}  {c0:.4f}  {well_position(lam, omega, temp):.4f}"
              f"  {b:.4f}  {np.exp(-b / temp):.5f}")
    else:
        print(f"  {temp:.2f}  {c0:.4f}  single minimum at y = 0")
print(f"low-T barrier estimate at T={T} E0: {E_p - 2 * T * np.log(2):.4f} E0")
print("source h [E0/l0], Z(h)/Z(0) diagonalized, same from V")
for h, quantum, centroid in source_rows:
    print(f"  {h:.1f}  {quantum:.6g}  {centroid:.6g}")
print(f"<y^2> of time-averaged displacement = {var_centroid:.4f} l0^2")
print(f"<y^2> of instantaneous displacement = {var_instant:.4f} l0^2")
print(f"2 lambda^2/omega^3 = {ratio_s:.4f}; position-density peaks: {peaks_s}")
print(f"weak case: lambda = {lam_w} E0/l0, T = {T_w} E0, "
      f"T* = {lam_w**2 / (2 * omega**2):.4f} E0")
print(f"weak case: 2 lambda^2/omega^3 = {ratio_w:.4f}")
print(f"weak case: minima of V: {minima_w}, position-density peaks: {peaks_w}")
print(f"path reflection, |log-weight change| at half filling below 1e-9: "
      f"{abs(change_half) < 1e-9}")
print(f"path reflection, log-weight change at mu + 0.2 E0: {change_off:.4f}")
print("no test failed")
```

It prints:

```
omega = 1.5 E0, lambda = 3.0 E0/l0, T = 0.5 E0
displacement per electron d = 1.3333 l0
polaron energy E_p = 2.0000 E0
lowest level at mu=0, n=0: 0.7500 E0 (diagonalized)
lowest level at mu=0, n=1: -1.2500 E0 (diagonalized)
lowest level at mu=0, n=2: -7.2500 E0 (diagonalized)
U from diagonalization = -4.000000 E0
U = -lambda^2/omega^2 = -4.000000 E0
half-filling mu = -4.0000 E0, filling = 1.000000
probability n=0: 0.4910, n=1: 0.0180, n=2: 0.4910
double occupancy formula D = 0.4910
mean displacement <x> = -1.3333 l0
threshold temperature T* = 2.0000 E0
minima of V at 1.02 T*: 1, at 0.98 T*: 2
V''(0) at T=0.5 E0: formula -6.7500, numeric -6.7500 E0/l0^2
T [E0], V''(0) [E0/l0^2], y* [l0], barrier [E0], top/minimum density
  3.00  0.7500  single minimum at y = 0
  1.00  -2.2500  1.2767  0.6530  0.52046
  0.50  -6.7500  1.3324  1.3072  0.07321
  0.25  -15.7500  1.3333  1.6534  0.00134
low-T barrier estimate at T=0.5 E0: 1.3069 E0
source h [E0/l0], Z(h)/Z(0) diagonalized, same from V
  -1.0  0.771432  0.771432
  -0.4  0.596282  0.596282
  0.4  5.03439  5.03439
  1.0  159.785  159.785
<y^2> of time-averaged displacement = 1.9680 l0^2
<y^2> of instantaneous displacement = 2.1141 l0^2
2 lambda^2/omega^3 = 5.3333; position-density peaks: 2
weak case: lambda = 1.0 E0/l0, T = 0.05 E0, T* = 0.2222 E0
weak case: 2 lambda^2/omega^3 = 0.5926
weak case: minima of V: 2, position-density peaks: 1
path reflection, |log-weight change| at half filling below 1e-9: True
path reflection, log-weight change at mu + 0.2 E0: 0.7540
no test failed
```
